# The 4470 MHz hyperfine factor: derivation, hydrogen check, and other nuclei: a program that tests the result

```python
"""
Isotropic hyperfine constant of a doublet: A = K_N * rho_s(0), H/h = A I.S,
K_N = (2 pi/3) alpha^2 g_e g_N (m_e/m_p) in hartree per bohr^-3.
rho_s(0): alpha minus beta density at the nucleus in the M = +1/2 state.
g_e: positive electron g-factor; g_N: nuclear moment / (spin * nuclear magneton).
The tests start from the field of a smeared moment, from a radial
diagonalization of hydrogen, and from explicit spin Hamiltonians.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.special import gammainc

pc = const.physical_constants
g_e = abs(pc["electron g factor"][0])
g_proton = pc["proton g factor"][0]
mass_ratio = pc["proton-electron mass ratio"][0]
alpha = pc["fine-structure constant"][0]
mu_B = pc["Bohr magneton"][0]
mu_n = pc["nuclear magneton"][0]
bohr = pc["Bohr radius"][0]
hartree_MHz = pc["Hartree energy"][0] / const.h / 1e6


def factor_MHz(g_nucleus):
    """Derived factor, evaluated in atomic units and converted to MHz."""
    return (2*np.pi/3) * alpha**2 * g_e * g_nucleus / mass_ratio * hartree_MHz


# ---- Field of a Gaussian-smeared moment along z, in units mu0*m/(4 pi) ----
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(12)


def averaged_field(r, width):
    """Angular average of B_z from a finite-difference curl."""
    r = np.asarray(r)[:, None]
    x = r * np.sqrt(1 - cos_nodes**2)
    z = r * cos_nodes
    step = 1e-4 * r

    def potential(x_, y_):
        radius = np.sqrt(x_**2 + y_**2 + z**2)
        enclosed = gammainc(1.5, radius**2 / (2*width**2))
        return -y_*enclosed/radius**3, x_*enclosed/radius**3

    dAy_dx = (potential(x+step, 0*x)[1] - potential(x-step, 0*x)[1]) / (2*step)
    dAx_dy = (potential(x, step)[0] - potential(x, -step)[0]) / (2*step)
    return (dAy_dx - dAx_dy) @ cos_weights / 2


def mean_field_1s(width):
    """Field averaged over the 1s density: inner and outer regions."""
    t, w = np.polynomial.legendre.leggauss(100)
    r_in = 5*width*(t + 1)
    w_in = 5*width*w
    lo, hi = np.log(10*width), np.log(20.0)
    r_out = np.exp(lo + (hi-lo)*(t+1)/2)
    w_out = w*(hi-lo)/2*r_out
    parts = []
    for r, weight in ((r_in, w_in), (r_out, w_out)):
        density = np.exp(-2*r)/np.pi
        parts.append(np.sum(weight*4*np.pi*r**2*density*averaged_field(r, width)))
    return parts


radii = np.array([0.5, 1.0, 2.0])
profile = np.exp(-radii**2/2) / (2*np.pi)**1.5
assert np.allclose(averaged_field(radii, 1.0), 8*np.pi/3*profile, rtol=1e-6)
point_field = 8*np.pi/3 / np.pi
widths = (0.01, 0.002, 0.001)
field_parts = [mean_field_1s(width) for width in widths]
field_ratios = [sum(parts)/point_field for parts in field_parts]
outer_share = max(abs(parts[1])/point_field for parts in field_parts)
field_limit = 2*field_ratios[2] - field_ratios[1]
assert outer_share < 1e-5
# The linear extrapolation leaves an error of second order in the width.
assert abs(field_limit - 1) < 5e-5


# ---- Hydrogen density at the nucleus from radial diagonalization ----
def hydrogen_contact_density(reduced_mass):
    points, r_max = 4000, 20.0
    h = r_max/(points + 1)
    r = h*np.arange(1, points + 1)
    diagonal = 1/(reduced_mass*h**2) - 1/r
    off_diagonal = -np.ones(points-1)/(2*reduced_mass*h**2)
    _, vectors = eigh_tridiagonal(diagonal, off_diagonal,
                                  select="i", select_range=(0, 0))
    radial = vectors[:, 0]/np.sqrt(h)/r
    origin_value = 3*radial[0] - 3*radial[1] + radial[2]
    return origin_value**2/(4*np.pi)


reduced_mass = mass_ratio/(1 + mass_ratio)
density_fixed = hydrogen_contact_density(1.0)
density_moving = hydrogen_contact_density(reduced_mass)
# Grid error is of order the squared spacing, about 2.5e-5.
assert abs(density_fixed*np.pi - 1) < 1e-4
assert abs(density_moving/density_fixed - reduced_mass**3) < 1e-6


# ---- Spin matrices and the projection rule for several electrons ----
def spin_matrices(spin):
    m = np.arange(spin, -spin - 1, -1)
    raising = np.diag(np.sqrt(spin*(spin+1) - m[1:]*(m[1:]+1)), 1)
    return [(raising+raising.T)/2, (raising-raising.T)/(2j), np.diag(m)]


half = spin_matrices(0.5)
identity = np.eye(2)


def on_site(operator, site):
    factors = [operator if k == site else identity for k in range(3)]
    return np.kron(np.kron(factors[0], factors[1]), factors[2])


site_spins = [[on_site(op, k) for op in half] for k in range(3)]
exchange = {(0, 1): 1.0, (1, 2): 0.6, (0, 2): 0.3}
H_exchange = sum(J*sum(site_spins[a][c] @ site_spins[b][c] for c in range(3))
                 for (a, b), J in exchange.items())
orbital_density = np.array([0.3, 0.2, 0.5])
total_spin = [sum(site_spins[k][c] for k in range(3)) for c in range(3)]
contact = [sum(orbital_density[k]*site_spins[k][c] for k in range(3))
           for c in range(3)]
levels, states = np.linalg.eigh(H_exchange)


def multiplet_density(space, spin):
    """Spin density at M = S; also tests T = rho_s S/(2S) in the multiplet."""
    def project(operator):
        return space.conj().T @ operator @ space
    m_values, rotation = np.linalg.eigh(project(total_spin[2]))
    assert abs(m_values[-1] - spin) < 1e-10
    top = space @ rotation[:, -1]
    rho = 2*np.real(top.conj() @ contact[2] @ top)
    for c in range(3):
        assert np.allclose(project(contact[c]),
                           rho/(2*spin)*project(total_spin[c]), atol=1e-10)
    return rho


assert levels[2] - levels[1] > 0.01 and levels[4] - levels[3] > 0.01
rho_doublet = multiplet_density(states[:, :2], 0.5)
rho_quartet = multiplet_density(states[:, 4:], 1.5)


# ---- Factors from SI moment Hamiltonians at unit spin density ----
def dot_product(nuclear_spin):
    return sum(np.kron(s, i) for s, i in zip(half, spin_matrices(nuclear_spin)))


def factor_from_levels(moment, nuclear_spin):
    """moment in nuclear magnetons; returns A in MHz from the level interval."""
    strength = 2*const.mu_0/3*g_e*mu_B*moment*mu_n/bohr**3/const.h/1e6
    energies = np.linalg.eigvalsh(strength*dot_product(nuclear_spin)/nuclear_spin)
    return (energies[-1] - energies[0])/(nuclear_spin + 0.5)


K_H = factor_MHz(g_proton)
# Measured moments, used as input and rounded to three digits except for 1H.
nuclei = {"1H": (g_proton/2, 0.5), "13C": (0.702, 0.5),
          "14N": (0.404, 1.0), "19F": (2.63, 0.5)}
factors = {}
for name, (moment, spin) in nuclei.items():
    factors[name] = K_H*(moment/spin)/g_proton
    assert abs(factor_from_levels(moment, spin)/factors[name] - 1) < 1e-7
assert abs(K_H - 4470) < 5
wrong_N = K_H*nuclei["14N"][0]/nuclei["1H"][0]
assert abs(wrong_N/factor_from_levels(*nuclei["14N"]) - 2) < 1e-6

# ---- High-field EPR lines: spacing A, with a small second-order shift ----
for spin in (0.5, 1.0):
    size = int(2*spin + 1)
    zeeman = 1e4
    H_field = zeeman*np.kron(half[2], np.eye(size)) + dot_product(spin)
    energies = np.linalg.eigvalsh(H_field)
    lines = energies[size:] - energies[:size][::-1]
    assert np.allclose(np.diff(lines), 1.0, atol=1e-3)

A_fixed = K_H/np.pi
A_moving = A_fixed*reduced_mass**3
assert abs(K_H*density_moving/A_moving - 1) < 1e-4
MHz_per_mT = g_e*mu_B/const.h*1e-3/1e6


def three_digits(value):
    rounded = float(f"{value:.3g}")
    return f"{rounded:.0f}" if rounded >= 100 else f"{rounded:.1f}"


print(f"Electron g-factor: {g_e:.6f}")
print(f"Proton g-factor: {g_proton:.6f}")
print(f"Proton/electron mass ratio: {mass_ratio:.4f}")
print(f"Fine-structure constant: {alpha:.8f}")
print(f"Hartree energy / h: {hartree_MHz:.6e} MHz")
print(f"Proton factor: {K_H/hartree_MHz:.5e} hartree per bohr^-3")
print(f"Proton factor: {K_H:.2f} MHz per bohr^-3")
for width, ratio in zip(widths, field_ratios):
    print(f"Smeared/point field, width {width:.3f} bohr: {ratio:.5f}")
print(f"Smeared/point field, extrapolated to zero width: {field_limit:.5f}")
print(f"Largest outer-region share of field: {outer_share:.1e}")
print(f"H density at nucleus, formula 1/pi: {1/np.pi:.6f} bohr^-3")
print(f"H density at nucleus, radial grid: {density_fixed:.6f} bohr^-3")
print(f"Reduced-mass density factor: {reduced_mass**3:.6f}")
print(f"H hyperfine constant, fixed proton: {A_fixed:.2f} MHz")
print(f"H hyperfine constant, moving proton: {A_moving:.2f} MHz")
print(f"Free-electron conversion: {MHz_per_mT:.4f} MHz per mT")
print(f"H hyperfine constant, moving proton: {A_moving/MHz_per_mT:.2f} mT")
print("Three-spin model orbital densities: "
      + ", ".join(f"{d:.1f}" for d in orbital_density) + " bohr^-3")
print(f"Three-spin doublet contact spin density: {rho_doublet:.4f} bohr^-3")
print(f"Three-spin quartet contact spin density: {rho_quartet:.4f} bohr^-3")
for name in ("13C", "14N", "19F"):
    moment, spin = nuclei[name]
    print(f"{name} input: moment {moment:.3g} nuclear magnetons, spin {spin:.1f}")
    print(f"{name} g-factor: {moment/spin:.3g}")
    print(f"{name} g-factor / proton g-factor: {moment/spin/g_proton:.3g}")
    print(f"{name} factor: {three_digits(factors[name])} MHz per bohr^-3")
print(f"14N factor if moments were used wrongly: {three_digits(wrong_N)} MHz per bohr^-3")
example_density = 0.100
print(f"Example spin density: {example_density:.3f} bohr^-3")
for name, factor in factors.items():
    print(f"{name} coupling at example density: "
          f"{three_digits(factor*example_density)} MHz")
print("ALL CHECKS PASSED")
```

Printed output:

```
Electron g-factor: 2.002319
Proton g-factor: 5.585695
Proton/electron mass ratio: 1836.1527
Fine-structure constant: 0.00729735
Hartree energy / h: 6.579684e+09 MHz
Proton factor: 6.79346e-07 hartree per bohr^-3
Proton factor: 4469.88 MHz per bohr^-3
Smeared/point field, width 0.010 bohr: 0.96868
Smeared/point field, width 0.002 bohr: 0.99364
Smeared/point field, width 0.001 bohr: 0.99681
Smeared/point field, extrapolated to zero width: 0.99999
Largest outer-region share of field: 1.2e-07
H density at nucleus, formula 1/pi: 0.318310 bohr^-3
H density at nucleus, radial grid: 0.318306 bohr^-3
Reduced-mass density factor: 0.998368
H hyperfine constant, fixed proton: 1422.81 MHz
H hyperfine constant, moving proton: 1420.49 MHz
Free-electron conversion: 28.0250 MHz per mT
H hyperfine constant, moving proton: 50.69 mT
Three-spin model orbital densities: 0.3, 0.2, 0.5 bohr^-3
Three-spin doublet contact spin density: 0.5087 bohr^-3
Three-spin quartet contact spin density: 1.0000 bohr^-3
13C input: moment 0.702 nuclear magnetons, spin 0.5
13C g-factor: 1.4
13C g-factor / proton g-factor: 0.251
13C factor: 1120 MHz per bohr^-3
14N input: moment 0.404 nuclear magnetons, spin 1.0
14N g-factor: 0.404
14N g-factor / proton g-factor: 0.0723
14N factor: 323 MHz per bohr^-3
19F input: moment 2.63 nuclear magnetons, spin 0.5
19F g-factor: 5.26
19F g-factor / proton g-factor: 0.942
19F factor: 4210 MHz per bohr^-3
14N factor if moments were used wrongly: 647 MHz per bohr^-3
Example spin density: 0.100 bohr^-3
1H coupling at example density: 447 MHz
13C coupling at example density: 112 MHz
14N coupling at example density: 32.3 MHz
19F coupling at example density: 421 MHz
ALL CHECKS PASSED
```
